# Counterion Density and Pressure Between Equally Charged Plates in Mean-Field Theory

## What dimensions and symmetry fix

Two large parallel plates stand in a solvent at $x=\pm d/2$. Each carries $s$ elementary charges per unit area, fixed and uniform. The only ions between them are the counterions that neutralise the plates. Take the plates as negative, with charge density $\sigma=-es$, and the ions as positive, with charge $ze$. Reversing every charge changes no density and no force.

Let $kT$ be the thermal energy and $\varepsilon$ the permittivity of the solvent. The electrostatic coupling enters through the Bjerrum length, and the plate charge through the Gouy-Chapman length:

$$l_B=\frac{e^2}{4\pi\varepsilon kT},\qquad b=\frac{1}{2\pi z l_B s}. \tag{1}$$

In mean-field theory each ion feels the average potential $\psi(x)$. With $\phi=ze\psi/kT$, Poisson's equation for the ion density $n(x)$ is $\phi''=-4\pi l_Bz^2n$, and Gauss's law at the right plate gives $\phi'(d/2)=-2/b$. The density therefore enters only in the combination $l_Bz^2n$, an inverse length squared, and the remaining lengths are $d$ and $b$. A pressure of the form $kT$ times a density must then read

$$P=\frac{kT}{l_Bz^2d^2}\,g\!\left(\frac db\right). \tag{2}$$

If $g$ tends to a constant at large $d/b$, the pressure there no longer depends on the plate charge. If the ions form an ideal gas at small $d/b$, then $P\propto s$ and $g$ must be linear. The calculation below finds $g$ and confirms both cases.

Reflection symmetry makes the density even in $x$, so the electric field vanishes at the midplane. The field behind the plates also vanishes, because the system as a whole is neutral and symmetric.

## The density from the free energy

Let $m(x)=\int_0^x n\,dx'$ be the number of ions per area between the midplane and $x$. Since $E(0)=0$, Gauss's law gives $\varepsilon E=zem$. Hence

$$\phi'=-\frac{zeE}{kT}=-4\pi l_Bz^2m,\qquad \frac{\varepsilon E^2}{2kT}=2\pi l_Bz^2m^2. \tag{3}$$

The mean-field free energy per area is the ideal-gas term plus the field energy. With $v$ a constant volume that makes the logarithm dimensionless,

$$\frac{F}{kT}=\int_{-d/2}^{d/2}\left[n\left(\ln nv-1\right)+2\pi l_Bz^2m^2\right]dx,\qquad n=m'. \tag{4}$$

Neutrality of each half requires $m(\pm d/2)=\pm s/z$. An allowed change $\delta m$ therefore vanishes at both plates, and for an even density it vanishes at the midplane too. To first order,

$$\frac{\delta F}{kT}=\int_{-d/2}^{d/2}\left[\ln(nv)\,\delta m'+4\pi l_Bz^2m\,\delta m\right]dx
=\int_{-d/2}^{d/2}\left[-\frac{n'}{n}+4\pi l_Bz^2m\right]\delta m\,dx, \tag{5}$$

where the first term was integrated by parts. The bracket must vanish. With (3) this means

$$\frac{n'}{n}=4\pi l_Bz^2m=-\phi'. \tag{6}$$

Choose $\phi(0)=0$ and call the midplane density $n_m$. Integrating (6) gives the Boltzmann law $n=n_me^{-\phi}$. The second-order change of $F/kT$ is $\int[(\delta m')^2/(2n)+2\pi l_Bz^2(\delta m)^2]dx$, which is positive, so the stationary density is a minimum.

Differentiating $\phi'$ in (3) and inserting the Boltzmann law gives the Poisson-Boltzmann equation:

$$\phi''=-2K^2e^{-\phi},\qquad K^2=2\pi l_Bz^2n_m. \tag{7}$$

## Solving the equation

Multiply (7) by $\phi'$. The left side becomes $(\phi'^2/2)'$ and the right side becomes $(2K^2e^{-\phi})'$. Integrating from the midplane, where $\phi=\phi'=0$, gives

$$\phi'^2=4K^2\left(e^{-\phi}-1\right). \tag{8}$$

The substitution $w=e^{\phi/2}$ makes the problem linear. Its first derivative is $w'=\phi'w/2$. Differentiating again, then using (7) and (8),

$$w''=\left(\frac{\phi''}{2}+\frac{\phi'^2}{4}\right)w
=\left[-K^2e^{-\phi}+K^2\left(e^{-\phi}-1\right)\right]w=-K^2w. \tag{9}$$

The midplane conditions are $w(0)=1$ and $w'(0)=0$, so $w=\cos Kx$. Equation (8) alone would also admit the constant $\phi=0$, but that function violates (7), since $\phi''(0)=-2K^2\ne0$.

Since $e^{-\phi}=w^{-2}$,

$$\boxed{\,n(x)=\frac{n_m}{\cos^2Kx}\,},\qquad \phi=2\ln\cos Kx. \tag{10}$$

The density must be finite up to the plates, so $u\equiv Kd/2$ lies between $0$ and $\pi/2$. Neutrality of the right half fixes $K$:

$$\frac sz=\int_0^{d/2}\frac{n_m\,dx}{\cos^2Kx}=\frac{n_m}{K}\tan u=\frac{K\tan u}{2\pi l_Bz^2}. \tag{11}$$

The last step used (7) for $n_m$. Multiplying by $2\pi l_Bz^2$ and using (1),

$$K\tan\frac{Kd}{2}=\frac1b,\qquad\text{or}\qquad u\tan u=\frac{d}{2b}. \tag{12}$$

The function $u\tan u$ has derivative $\tan u+u/\cos^2u>0$ and rises from zero to infinity on the allowed interval. There is therefore one root for each gap and charge.

Equation (11) also gives $n_m=(sK/z)/\tan u$. Since $K=2u/d$,

$$n_m=\frac{2s}{zd}\,\frac{u}{\tan u}. \tag{13}$$

The first factor is the mean ion density in the gap. The second, which is below one, measures how far the mutual repulsion of the ions has depleted the middle. The fields of the two uniformly charged plates cancel inside the gap, so the plates themselves exert no net force on an ion there.

## The pressure

The pressure is the work per area gained when the plates move apart, $P=-\partial F/\partial d$, at fixed temperature, plate charge and ion number. Solvent enters freely from an ion-free reservoir, so $P$ is the excess over the pressure of that reservoir.

Write $x=td$ and $m(x)=\mu(t)$, so that $n=\mu'(t)/d$. Equation (4) becomes

$$\frac{F}{kT}=\int_{-1/2}^{1/2}\left[\mu'\left(\ln\frac{\mu'v}{d}-1\right)+2\pi l_Bz^2d\,\mu^2\right]dt. \tag{14}$$

When $d$ changes, the equilibrium function $\mu$ changes as well. Its end values $\pm s/z$ stay fixed, so by stationarity this adds nothing at first order. Only the explicit $d$ counts:

$$P=-\frac{\partial F}{\partial d}
=kT\int_{-1/2}^{1/2}\left[\frac{\mu'}{d}-2\pi l_Bz^2\mu^2\right]dt
=\frac{kT}{d}\int_{-d/2}^{d/2}\left[n-2\pi l_Bz^2m^2\right]dx. \tag{15}$$

The integrand is uniform across the gap. Its derivative is $n'-4\pi l_Bz^2mn$, which vanishes by (6). It therefore equals its value at the midplane, where $m=0$:

$$\boxed{\,P=kT\,n_m=\frac{kT\,K^2}{2\pi l_Bz^2}>0\,}. \tag{16}$$

The result has a direct mechanical reading. Across any plane, the ion gas pushes the two halves apart with $kTn$, while the field pulls them together with $\varepsilon E^2/2$. At the midplane the field is zero and the push of the ions is all that remains. At a plate, where $m=s/z$, the same balance reads

$$n_{\rm wall}=n_m+2\pi l_Bs^2. \tag{17}$$

The repulsion weakens as the gap widens. In (12), $K\tan(Kd/2)$ grows with both $K$ and $d$ but must keep the value $1/b$, so a larger $d$ requires a smaller $K$.

## Narrow and wide gaps

For $d\ll b$ the root $u$ is small, and (12) becomes $u^2+u^4/3\simeq d/(2b)$. In the same order $u/\tan u\simeq1-u^2/3\simeq1-d/(6b)$, so (13) gives

$$P\simeq\frac{2s\,kT}{zd}\left(1-\frac{d}{6b}\right). \tag{18}$$

The leading term is the ideal-gas pressure of $2s/z$ ions per area spread evenly over the gap.

For $d\gg b$ put $u=\pi/2-\delta$ with small $\delta$. Then $\tan u=\cot\delta\simeq1/\delta$, and (12) becomes $\pi/(2\delta)-1\simeq d/(2b)$. Solving for $\delta$,

$$\delta\simeq\frac{\pi}{2}\,\frac{2b}{d+2b},\qquad u\simeq\frac{\pi}{2}\,\frac{d}{d+2b},\qquad K\simeq\frac{\pi}{d+2b}. \tag{19}$$

With (16) the pressure is

$$P\simeq\frac{\pi kT}{2l_Bz^2(d+2b)^2}. \tag{20}$$

Its leading term, $\pi kT/(2l_Bz^2d^2)$, is independent of the plate charge, as (2) allowed. Extra counterions brought by a higher charge collect near the plates and leave the midplane density almost unchanged when $d$ is much larger than $4b$, since (20) gives $d\ln P/d\ln s=4b/(d+2b)$.

## A silica surface in a dilute ammonia rinse

After polishing, a silica particle may face a silica-covered wafer across a thin film of dilute ammonia solution. Illustrative values are a charge of $1\ \mu\mathrm{C/cm^2}$ on each surface, ammonium counterions with $z=1$, and an electrolyte concentration of $0.1$ mmol/L in the surrounding liquid. The real charge varies with pH, salt and surface preparation. An ammonia solution with this ion concentration has a pH near 10. There a one-site model with $pK=7.5$ and 4.6 sites per $\mathrm{nm^2}$ gives about $4\ \mu\mathrm{C/cm^2}$, so the charge used here is a low value. Take $d=5$ nm, $T=298.15$ K and a relative permittivity of $78.4$. The facing areas are treated as flat. This gives only the local pressure near the point of closest approach: for a particle of radius 50 nm the gap grows by 10 % within 7 nm of the axis, an area that holds about ten charges.

The charge corresponds to $s=0.06242\ \mathrm{nm^{-2}}$, and $l_B=0.7149$ nm. Then

$$b=\frac{1}{2\pi(0.7149)(0.06242)}\ \mathrm{nm}=3.57\ \mathrm{nm},\qquad \frac{d}{2b}=0.701. \tag{21}$$

The root of (12) is $u=0.7509$, so $K=2u/d=0.3004\ \mathrm{nm^{-1}}$. The midplane density follows from (7):

$$n_m=\frac{(0.3004)^2}{2\pi(0.7149)}\ \mathrm{nm^{-3}}=0.0201\ \mathrm{nm^{-3}}. \tag{22}$$

Multiplication by $kT$ gives $P=83$ kPa, or about 620 Torr. By (17) the density at the plate is $0.0201+0.0175=0.0376\ \mathrm{nm^{-3}}$, nearly twice the midplane value. The potential at the plates lies 16 mV below that at the midplane.

This gap lies between the limits. The ideal-gas term alone gives 103 kPa, (18) with its correction factor gives 79 kPa, and the wide-gap law (20) gives 61 kPa. At 1 nm, with the charge held fixed, the full result is 491 kPa against 514 kPa for the ideal gas; with its correction factor, (18) gives 490 kPa. These are mean-field values for point ions and do not describe a real 1 nm film. There the ions lie about 3 nm apart laterally, more than the gap; the leading fluctuation correction for point ions between walls with the permittivity of water, $-35$ kPa, exceeds the $-24$ kPa supplied by the factor in (18); and the ion size discussed below would raise the pressure about threefold. At 50 nm the full result and (20) agree at 2.8 kPa.

As a test, the boundary-value problem was solved numerically for gaps of 2, 5 and 20 nm with $z=1$, and 5 nm with $z=2$. The largest relative deviation from the density (10) was $1.7\times10^{-11}$. Differentiating the numerical free energy with respect to the gap reproduced (16) within a relative error of $9.6\times10^{-6}$. These figures test the mathematics of the model, not its fitness for silica.

## How far the real film departs from the model

**Charge regulation.** The assumption most open to doubt here is fixed charge. Silica is charged by sites that release protons. If few sites are dissociated, $s$ is inversely proportional to the proton density at the surface. Protons and ammonium ions carry the same charge and share the same Boltzmann factor, so for a given surrounding liquid $s\,n_{\rm wall}$ is constant. Let $1\ \mu\mathrm{C/cm^2}$ now be the charge of an isolated surface. At a gap of 5 nm it falls to $0.72\ \mu\mathrm{C/cm^2}$, and the pressure drops by 24 % to 63 kPa. This is the strongest response of a model with one kind of site and no separate layer of bound ions: for a dissociated fraction $\alpha$, the logarithmic slope of $s$ against proton density is $-(1-\alpha)$, whose magnitude cannot exceed one.

**Ion size.** A hydrated ion of diameter 0.66 nm, a rough value, keeps its centre 0.33 nm from each plate. The field in these two empty strips is set by the plate charge, so their energy does not change with $d$. The pressure is then the point-ion result for a gap of $5-0.66=4.34$ nm, which is 98 kPa, or 18 % higher. Crowding is a separate matter: the ions fill only about 0.6 % of the volume at the plate, and a hard-sphere equation of state applied locally adds about 2 kPa to the 98 kPa.

**Surrounding salt.** Its osmotic pressure pushes the plates together and must be subtracted. For a monovalent salt of number density $c_0\ll n_m$ this gives $P\simeq kT(n_m-2c_0)$. The full equation with both ion species gives a reduction of 0.6 % at 5 nm. The subtraction stays near 0.5 kPa as long as $n_m\gg c_0$. At 50 nm the full equation removes 0.46 kPa, about a sixth of the 2.8 kPa, leaving 2.3 kPa, and at 100 nm the salt removes about half of the pressure. The counterion-only model thus fails at wide gaps, where $n_m$ approaches $c_0$.

**Correlations and image charges.** Mean-field theory ignores the discreteness of the ions. Its coupling parameter is $z^2l_B/b=2\pi z^3l_B^2s$, here 0.20. The leading fluctuation correction, computed with the excluded strips included, is $-5.3$ kPa if the walls have the permittivity of water. With a relative permittivity of 3.9 for silica it is $+0.6$ kPa. At this order the dielectric contrast nearly cancels the attraction, but only for this strip width: with silica walls the correction is $+4.1$ kPa for an ion diameter of 0.3 nm and $-1.2$ kPa for 1.0 nm, so its sign is not fixed. At the same plate charge, divalent ions would raise the coupling eightfold to 1.6, and a small correction could no longer be assumed. The positive sign in (16) is a mean-field result and does not guarantee repulsion in that regime.

**Van der Waals attraction.** A rough total Hamaker constant of $7\times10^{-21}$ J gives $-3$ kPa at 5 nm. Its static part, $-1.2$ kPa without ions, is already treated, together with its screening by the ions, in the fluctuation term for silica walls. Only the remaining dispersion part, about $-1.7$ kPa, is to be added to that term.

**Temperature and field.** A rinse at 333 K, with a relative permittivity of about 67, raises the pressure by 11 % if charge and gap are held fixed. The increase in $kT$ alone would give 12 %. The Bjerrum length also grows slightly, which raises $u$ and, by (13), lowers $n_m$. The field at the plate is 0.14 MV/cm. The energy of a water dipole in it is about 0.02 $kT$, without local-field enhancement, so a constant permittivity is reasonable for the smeared charge of $1\ \mu\mathrm{C/cm^2}$. It is not assured next to a discrete site, where the field at 0.33 nm is about 3 MV/cm.

The two largest shifts have opposite signs, but each was found with the other effect absent, and their sum is not a corrected pressure. Surface roughness and the molecular structure of water are not included. The plate charge was taken as uniform, although at this density the charged sites lie about 4 nm apart; for aligned square lattices of point sites on silica walls the mean-field pressure with the excluded strips falls by about 2 % for an ion diameter of 0.66 nm and by about 4 % for 0.4 nm, and irregular site patterns are not treated. For a charge of $1\ \mu\mathrm{C/cm^2}$ the model supports a repulsion of several tens of kPa; with an ion diameter of 0.66 nm the largest single shift estimated at that charge is about a quarter of the calculated value, while a diameter of 1.0 nm would raise the pressure by 30 %. The uncertainty in the charge itself weighs more: at about $4.2\ \mu\mathrm{C/cm^2}$ the mean-field pressure for point ions at 5 nm is near 200 kPa and the coupling parameter is about 0.84. At that charge the excluded strips raise the pressure to about 260 kPa, crowding in the local hard-sphere estimate adds about 30 kPa more, and the fluctuation correction with silica walls is about $-35$ kPa, so the near cancellation found above no longer holds. The numerical output below lists the inputs and the main estimates for a 5 nm gap, a charge of $1\ \mu\mathrm{C/cm^2}$ and an ion diameter of 0.66 nm.

## Numbers as computed

```
Temperature: 298.15 K
Relative permittivity, water: 78.4; silica: 3.9
Charge per plate (magnitude): 1.00 uC/cm2
Charge number per area s: 0.06242 nm^-2
Gap d: 5.00 nm; counterion valence: 1
Bjerrum length: 0.7149 nm
Gouy-Chapman length b: 3.5670 nm
d/(2b): 0.7009; root u = Kd/2: 0.7509
K: 0.3004 nm^-1
Midplane density: 0.02009 nm^-3 = 33.35 mmol/L
Wall density: 0.03758 nm^-3
Wall minus midplane density: 0.01750 nm^-3
Potential drop, midplane to wall: 16.10 mV
Field at wall: 0.1441 MV/cm
Pressure: 82.69 kPa = 620.2 Torr
Largest relative profile error: 1.7e-11
Largest relative error, pressure from work: 9.6e-06
Gap (nm), P, narrow law 2s kT/d, wide law with d+2b (kPa):
    1.0   490.716   513.852   136.711
    2.0   234.617   256.926   108.415
    5.0    82.686   102.770    61.433
   10.0    34.274    51.385    30.810
   20.0    12.635    25.693    12.285
   50.0     2.780    10.277     2.771
Neglected effects at the example gap:
Reservoir salt: 0.10 mmol/L
Pressure with salt: 82.19 kPa (-0.60 %)
Ion diameter (hydrated, rough): 0.66 nm
Pressure with wall exclusion: 97.86 kPa (+18.3 %)
Ion volume fraction at wall: 0.00566
Regulated plate charge: 0.721 uC/cm2
Pressure with regulation: 63.14 kPa (-23.6 %)
Coupling z^2 lB/b: 0.2004
Fluctuation pressure, silica walls: +0.60 kPa
Fluctuation pressure, no dielectric contrast: -5.29 kPa
Static van der Waals part without ions: -1.228 kPa
Hamaker constant (total, rough): 7.0e-21 J
Van der Waals pressure: -2.97 kPa
Hot rinse: 333.15 K, relative permittivity 67.0
Pressure in hot rinse: 91.52 kPa (+10.7 %)
Water dipole (rough): 2.0 D; dipole energy/kT at wall: 0.0233
```
